# How a Flat Ablation Cloud Becomes a Forward-Elongated Plume: a program that tests the result

```python
"""Self-similar adiabatic expansion of a Gaussian ellipsoidal vapour cloud.

Result under test: a cloud released at rest with rms semi-axes s_i obeys
    s_i'' = (K / s_i) * (V0 / V)**(gamma - 1),  K = T0/m,  V = s_x s_y s_z,
and an initially shorter axis is the faster one at every later time, so a
pancake becomes a forward-elongated plume.
gamma: adiabatic exponent; T0: initial temperature (energy); m: atomic mass;
u_i: final value of s_i'; eta: initial s_z/s_x of an axisymmetric pancake.
Scaled runs use K = 1. In the example the length unit is 1 mm and the
velocity unit is c0 = sqrt(T0/m).
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, trapezoid
from scipy.optimize import brentq
from pyscf.data import elements


def expand(axes, gamma, t_end=1e6, start=(0.0, 0.0, 0.0), dense=False):
    """Integrate the three semi-axes; rows 0-2 sizes, rows 3-5 velocities."""
    axes = np.array(axes, dtype=float)
    volume0 = np.prod(axes)

    def rhs(t, y):
        drive = (volume0 / np.prod(y[:3])) ** (gamma - 1)
        return np.concatenate((y[3:], drive / y[:3]))

    run = solve_ivp(rhs, (0, t_end), np.concatenate((axes, start)),
                    method="DOP853", rtol=1e-10, atol=1e-13,
                    first_step=1e-3 * axes.min(), dense_output=dense)
    assert run.success
    return run


# ---- the flow satisfies the fluid equations (symbolic residuals) ----
t, g, T0s, ms, n0s, V0s = sp.symbols("t g T0 m n0 V0", positive=True)
X = sp.symbols("x y z", real=True)
S = [sp.Function(name, positive=True)(t) for name in ("a", "b", "c")]
Vs = S[0] * S[1] * S[2]
dens = n0s * V0s / Vs * sp.exp(-sum(x**2 / (2 * s**2) for x, s in zip(X, S)))
temp = T0s * (V0s / Vs) ** (g - 1)
vel = [x * sp.diff(s, t) / s for x, s in zip(X, S)]
divergence = sum(sp.diff(v, x) for v, x in zip(vel, X))
mass_res = (sp.diff(dens, t)
            + sum(sp.diff(dens * v, x) for v, x in zip(vel, X))) / dens
heat_res = (sp.diff(temp, t) + (g - 1) * temp * divergence) / temp
assert sp.simplify(mass_res) == 0
assert sp.simplify(heat_res) == 0
for x, s, v in zip(X, S, vel):
    force_res = (sp.diff(v, t)
                 + sum(w * sp.diff(v, q) for w, q in zip(vel, X))
                 + sp.diff(dens * temp, x) / (ms * dens))
    force_res = force_res.subs(sp.diff(s, t, 2), temp / (ms * s))
    assert sp.simplify(force_res) == 0

# ---- conservation laws along numerical solutions ----
for gamma in (1.3, 5 / 3):
    a0 = np.array([1.0, 0.5, 0.02])
    run = expand(a0, gamma, t_end=10.0)
    size, speed = run.y[:3], run.y[3:]
    energy = (0.5 * (speed**2).sum(axis=0)
              + (a0.prod() / size.prod(axis=0)) ** (gamma - 1) / (gamma - 1))
    assert np.allclose(energy, 1 / (gamma - 1), rtol=1e-7)
    if gamma > 1.6:
        assert np.allclose((size**2).sum(axis=0),
                           (a0**2).sum() + 3 * run.t**2, rtol=1e-7)

# ---- velocity ordering and single crossing for random clouds ----
rng = np.random.default_rng(7)
n_random = 16
for _ in range(n_random):
    gamma = rng.uniform(1.2, 1.9)
    a0 = np.sort(10 ** rng.uniform(-1.5, 0, 3))
    run = expand(a0, gamma)
    for i, j in ((0, 1), (0, 2), (1, 2)):
        assert np.all(run.y[3 + i, 1:] > run.y[3 + j, 1:])
        longer = run.y[j] > run.y[i]
        assert np.count_nonzero(longer[1:] != longer[:-1]) == 1

# ---- sensitivity of one axis to its starting size, common drive fixed ----
gam_p, R0, eps = 1.4, 0.3, 1e-4
a0 = np.array([1.0, 0.5, 0.05])


def probe_rhs(time, y):
    s, v = y[:3], y[3:6]
    F = (a0.prod() / s.prod()) ** (gam_p - 1)
    dF = -(gam_p - 1) * F * np.sum(v / s)
    R, Rp, Rm = y[6], y[8], y[10]
    return np.concatenate((v, F / s, [y[7], F / R, y[9], F / Rp, y[11], F / Rm,
                                      y[13], -F * y[12] / R**2,
                                      y[12] * dF / R]))


y0 = np.concatenate((a0, np.zeros(3),
                     [R0, 0, R0 + eps, 0, R0 - eps, 0, 1, 0, 0]))
probe = solve_ivp(probe_rhs, (0, 50), y0, method="DOP853",
                  rtol=1e-11, atol=1e-13)
assert probe.success
Y = probe.y
sens, dsens = Y[12], Y[13]
assert np.allclose(sens, (Y[8] - Y[10]) / (2 * eps), rtol=1e-5, atol=1e-5)
F_path = (a0.prod() / Y[:3].prod(axis=0)) ** (gam_p - 1)
W = sens * F_path / Y[6] - Y[7] * dsens
assert np.allclose(W, 1 / R0 + Y[14], rtol=1e-6, atol=1e-7)
assert np.all(dsens[1:] < 0)
after = sens < 0
assert after.any() and np.all(W[after] > 0)
assert np.all(np.diff(W[after]) > -1e-9)

# ---- nearly spherical limit, gamma = 5/3 ----
delta = 1e-3
end = expand((1 + delta, 1 + delta, 1), 5 / 3).y[:, -1]
near_coef = abs(np.cos(np.pi / np.sqrt(2)))
near_num = (end[5] / end[3] - 1) / delta
assert abs(near_num / near_coef - 1) < 0.01


# ---- thin pancake limit ----
def lateral_slope(gamma):
    """Final slope of xi'' = xi**(1-2 gamma) * s**(1-gamma)."""
    s0 = 1e-9
    begin = [1 + s0 ** (3 - gamma) / ((2 - gamma) * (3 - gamma)),
             s0 ** (2 - gamma) / (2 - gamma)]
    run = solve_ivp(lambda s, y: [y[1], y[0] ** (1 - 2 * gamma)
                                  * s ** (1 - gamma)],
                    (s0, 1e8), begin, method="DOP853", rtol=1e-10,
                    atol=1e-13, first_step=1e-10)
    assert run.success
    return run.y[1, -1]


def thin_law(gamma, eta):
    front = (2 / (gamma - 1)) ** (1 / (3 - gamma)) / lateral_slope(gamma)
    return front * eta ** (-(gamma - 1) / (3 - gamma))


thin_error = {}
for gamma in (1.4, 5 / 3):
    for eta in (1e-4, 1e-6):
        end = expand((1, 1, eta), gamma, t_end=1e8).y[:, -1]
        thin_error[gamma, eta] = abs(thin_law(gamma, eta) * end[3] / end[5] - 1)
    assert thin_error[gamma, 1e-6] < 0.01
    assert thin_error[gamma, 1e-6] < thin_error[gamma, 1e-4]

# ---- fast initial lateral flow prevents the flip ----
end = expand((1, 1, 0.02), 5 / 3, start=(3.0, 3.0, 0.0)).y[:, -1]
ratio_lateral_start = end[5] / end[3]
assert ratio_lateral_start < 1

# ---- worked example: niobium plume, rough typical parameters ----
eV, kB = const.e, const.k
torr = const.torr
mass = elements.MASSES[elements.charge("Nb")] * const.atomic_mass
T0_eV = 0.6
n0_A = 2e-5                       # central density, 1/angstrom^3
n0 = n0_A * 1e30
axes = np.array([1.0, 0.5, 0.02])  # mm
L_mm = 50.0
gam = 5 / 3
c0 = np.sqrt(T0_eV * eV / mass)   # m/s
t_unit = 1e-3 / c0                # s
run = expand(axes, gam, dense=True)
path = run.sol
u = run.y[3:, -1]
kx, ky = u[2] / u[0], u[2] / u[1]
assert u[2] > u[1] > u[0]
kinetic = 0.5 * mass * (u * c0) ** 2 / eV
assert abs(kinetic.sum() / (1.5 * T0_eV) - 1) < 1e-5


def crossing(i, j):
    return brentq(lambda q: path(q)[i] - path(q)[j], 1e-6, 1e4)


t_zy, t_zx, t_yx = crossing(2, 1), crossing(2, 0), crossing(1, 0)


def lead(q):
    return path(q)[5] - path(q)[3]


assert lead(t_zx) > max(lead(0.9 * t_zx), lead(1.1 * t_zx), u[2] - u[0])

# film thickness on the substrate, checked with random ballistic atoms
half_factor = np.sqrt(2 ** (2 / 3) - 1)
xh, yh = L_mm * half_factor / kx, L_mm * half_factor / ky
v = rng.standard_normal((3, 2_000_000)) * u[:, None]
land_x, land_y = L_mm * v[0] / np.abs(v[2]), L_mm * v[1] / np.abs(v[2])
bx, by = 0.1 * L_mm / kx, 0.1 * L_mm / ky


def hits(xc, yc):
    return np.count_nonzero((abs(land_x - xc) < bx) & (abs(land_y - yc) < by))


assert abs(hits(xh, 0) / hits(0, 0) - 0.5) < 0.04
assert abs(hits(0, yh) / hits(0, 0) - 0.5) < 0.04

# ---- neglected effects for the same numbers (rough atomic inputs) ----
cross_A2, ion_eV, cond_eV, boil_K = 30.0, 6.8, 7.0, 5000.0
lattice_A = 3.3
cross = cross_A2 * 1e-20
depth_nm = (n0_A * axes[2] * 1e7 * np.sqrt(np.pi / 2)
            / (2 / lattice_A**3)) / 10
mean_speed = np.sqrt(8 / np.pi) * c0
free_path_um = 1e6 / (np.sqrt(2) * n0 * cross)


def dilution(q):
    return axes.prod() / path(q)[:3].prod(axis=0)


def collision_rate(q):            # per scaled time unit, cloud centre
    return (np.sqrt(2) * n0 * cross * mean_speed * t_unit
            * dilution(q) ** (4 / 3))


def expansion_rate(q):
    y = path(q)
    return np.sum(y[3:] / y[:3]) / 3


t_free = np.exp(brentq(lambda w: np.log(collision_rate(np.exp(w))
                                        / expansion_rate(np.exp(w))),
                       np.log(1e-3), np.log(1e5)))
y_free = path(t_free)
T_free = dilution(t_free) ** (gam - 1)
u_free = np.sqrt(y_free[3:] ** 2 + T_free)   # ballistic spread afterwards

gap_eV, weight = 1.2, 2.0         # round two-group electronic level model
boltz = weight * np.exp(-gap_eV / T0_eV)
c_int = (gap_eV / T0_eV) ** 2 * boltz / (1 + boltz) ** 2
gam_eff = 1 + 1 / (1.5 + c_int)
u_eff = expand(axes, gam_eff).y[3:, -1]

saha = (2 * (2 * np.pi * const.m_e * T0_eV * eV / const.h**2) ** 1.5
        * np.exp(-ion_eV / T0_eV) / n0)
ionized = (-saha + np.sqrt(saha**2 + 4 * saha)) / 2

T0_K = T0_eV * eV / kB
p0_torr = n0 * T0_eV * eV / torr


def log_supersaturation(r):       # r = V/V0
    T = T0_K * r ** (-2 / 3)
    p_sat = 760 * np.exp(-cond_eV * eV / kB * (1 / T - 1 / boil_K))
    return np.log(p0_torr * r ** (-5 / 3) / p_sat)


assert log_supersaturation(1.0) < 0
r_sat = brentq(log_supersaturation, 1.0, 50.0)
t_sat = brentq(lambda q: 1 / dilution(q) - r_sat, 1e-6, 10)
grid = np.geomspace(t_sat, 1e4, 6000)
packing = n0_A * (cross_A2 / np.pi) ** 1.5
three_body = trapezoid(collision_rate(grid) * packing * dilution(grid), grid)

pulse_ns = 20.0
thick = {}
for um in (10, 40):
    e = expand((axes[0], axes[1], um / 1000), gam).y[3:, -1]
    thick[um] = e[2] / e[0]
p_one = kB * 300 / (cross * L_mm * 1e-3) / torr * 1000
axi = expand((1, 1, 0.02), gam).y[3:, -1]

us = t_unit * 1e6
au_speed = const.alpha * const.c
print("GENERAL RESULTS")
print(f"random clouds tested: {n_random}")
print(f"near-sphere coefficient: {near_coef:.4f} (full run {near_num:.4f})")
print(f"thin limit, gamma 5/3: slope w = {lateral_slope(gam):.4f}")
print(f"thin limit, gamma 5/3: u_z/u_x = {thin_law(gam, 1):.4f} eta^(-1/2)")
for (gg, ee), err in thin_error.items():
    print(f"thin-law error, gamma {gg:.3f}, eta {ee:.0e}: {100*err:.3f} %")
print(f"eta 0.02, gamma 5/3: law {thin_law(gam, 0.02):.2f}, "
      f"full {axi[2]/axi[0]:.2f}")
print(f"u_z/u_x with lateral start 3 c0: {ratio_lateral_start:.3f}")
print("NIOBIUM PLUME (rough typical inputs)")
print(f"atomic mass: {mass/const.atomic_mass:.3f} u")
print(f"T0: {T0_eV:.2f} eV = {T0_K:.0f} K; gamma: {gam:.4f}")
print(f"semi-axes x, y: {axes[0]:.2f}, {axes[1]:.2f} mm; "
      f"z: {axes[2]*1000:.0f} um")
print(f"central density: {n0_A:.1e} 1/A^3; pressure: {p0_torr:.3g} Torr")
print(f"equivalent removed depth: {depth_nm:.1f} nm "
      f"(lattice constant {lattice_A} A)")
print(f"c0: {c0/1000:.4f} km/s; time unit 1 mm/c0: {us:.4f} us")
print(f"initial accelerations x:y:z = 1 : {axes[0]/axes[1]:.1f} : "
      f"{axes[0]/axes[2]:.1f}")
for name, tc, idx in (("z=y", t_zy, 2), ("z=x", t_zx, 2), ("y=x", t_yx, 1)):
    print(f"crossing {name}: {tc*us:.3f} us at {path(tc)[idx]:.3f} mm")
print(f"size at z=x crossing: {path(t_zx)[2]*1e7:.3e} A")
print(f"lead u_z-u_x: {lead(t_zx)*c0/1000:.3f} km/s at crossing, "
      f"{(u[2]-u[0])*c0/1000:.3f} final")
for time_us in (0.1, 1.0, 10.0, 100.0):
    s = path(time_us / us)[:3]
    print(f"t={time_us:g} us: x,y,z = {s[0]:.3f}, {s[1]:.3f}, {s[2]:.3f} mm")
print("final u_x,u_y,u_z: " + ", ".join(f"{w*c0/1000:.3f}" for w in u)
      + " km/s")
print(f"final u_z: {u[2]*c0/au_speed:.3e} atomic units")
print(f"final u_z/u_x: {kx:.2f}; u_z/u_y: {ky:.2f}; u_y/u_x: {u[1]/u[0]:.3f}")
print("kinetic energy x,y,z: " + ", ".join(f"{w:.4f}" for w in kinetic)
      + f" eV; sum {kinetic.sum():.4f}")
print(f"film half-thickness at {L_mm:.0f} mm: x {xh:.2f}, y {yh:.2f} mm")
print("NEGLECTED EFFECTS (rough atomic inputs)")
print(f"cross-section {cross_A2:.0f} A^2; first free path {free_path_um:.3f} um")
print(f"collisions cease: {t_free*us:.2f} us, T = {T_free*T0_eV:.5f} eV")
print(f"flow u_x, u_y then / final: {y_free[3]/u[0]:.3f}, {y_free[4]/u[1]:.3f}")
print(f"sudden freeze: u_z/u_x {u_free[2]/u_free[0]:.2f}, "
      f"u_z/u_y {u_free[2]/u_free[1]:.2f}")
print(f"level model: gap {gap_eV} eV, weight ratio {weight:.0f}, "
      f"heat capacity {c_int:.3f} k_B")
print(f"gamma {gam_eff:.3f}: u_z/u_x {u_eff[2]/u_eff[0]:.2f}, "
      f"u_z/u_y {u_eff[2]/u_eff[1]:.2f}")
print(f"ionized (I={ion_eV} eV): {100*ionized:.2f} %, "
      f"stores {ionized*ion_eV:.3f} eV/atom")
print(f"condensation inputs: {cond_eV} eV/atom, boiling {boil_K:.0f} K")
print(f"saturated at V/V0 = {r_sat:.3f}, t = {t_sat*us*1000:.1f} ns")
print(f"three-body encounters per atom after that: {three_body:.4f}")
print(f"condensed share giving heat 1.5 T0: {150*T0_eV/cond_eV:.1f} %")
print(f"c0 times {pulse_ns:.0f} ns pulse: {c0*pulse_ns*1e-3:.1f} um")
print(f"u_z/u_x for 10, 40 um thickness: {thick[10]:.2f}, {thick[40]:.2f}")
print(f"background for one collision in {L_mm:.0f} mm: {p_one:.2f} mTorr")
print("tests ok")
```

It prints:

```
GENERAL RESULTS
random clouds tested: 16
near-sphere coefficient: 0.6057 (full run 0.6055)
thin limit, gamma 5/3: slope w = 2.0109
thin limit, gamma 5/3: u_z/u_x = 1.1336 eta^(-1/2)
thin-law error, gamma 1.400, eta 1e-04: 0.642 %
thin-law error, gamma 1.400, eta 1e-06: 0.064 %
thin-law error, gamma 1.667, eta 1e-04: 0.002 %
thin-law error, gamma 1.667, eta 1e-06: 0.000 %
eta 0.02, gamma 5/3: law 8.02, full 7.99
u_z/u_x with lateral start 3 c0: 0.485
NIOBIUM PLUME (rough typical inputs)
atomic mass: 92.906 u
T0: 0.60 eV = 6963 K; gamma: 1.6667
semi-axes x, y: 1.00, 0.50 mm; z: 20 um
central density: 2.0e-05 1/A^3; pressure: 1.44e+04 Torr
equivalent removed depth: 9.0 nm (lattice constant 3.3 A)
c0: 0.7894 km/s; time unit 1 mm/c0: 1.2668 us
initial accelerations x:y:z = 1 : 2.0 : 50.0
crossing z=y: 0.462 us at 0.548 mm
crossing z=x: 0.855 us at 1.058 mm
crossing y=x: 5.158 us at 1.595 mm
size at z=x crossing: 1.058e+07 A
lead u_z-u_x: 1.216 km/s at crossing, 1.187 final
t=0.1 us: x,y,z = 1.002, 0.505, 0.100 mm
t=1 us: x,y,z = 1.072, 0.641, 1.249 mm
t=10 us: x,y,z = 2.282, 2.796, 13.235 mm
t=100 us: x,y,z = 15.624, 25.562, 133.406 mm
final u_x,u_y,u_z: 0.149, 0.253, 1.335 km/s
final u_z: 6.104e-04 atomic units
final u_z/u_x: 8.98; u_z/u_y: 5.27; u_y/u_x: 1.703
kinetic energy x,y,z: 0.0107, 0.0309, 0.8584 eV; sum 0.9000
film half-thickness at 50 mm: x 4.27, y 7.27 mm
NEGLECTED EFFECTS (rough atomic inputs)
cross-section 30 A^2; first free path 0.118 um
collisions cease: 8.84 us, T = 0.00178 eV
flow u_x, u_y then / final: 0.965, 0.985
sudden freeze: u_z/u_x 8.91, u_z/u_y 5.27
level model: gap 1.2 eV, weight ratio 2, heat capacity 0.671 k_B
gamma 1.461: u_z/u_x 5.57, u_z/u_y 3.63
ionized (I=6.8 eV): 4.01 %, stores 0.273 eV/atom
condensation inputs: 7.0 eV/atom, boiling 5000 K
saturated at V/V0 = 1.273, t = 19.4 ns
three-body encounters per atom after that: 0.0818
condensed share giving heat 1.5 T0: 12.9 %
c0 times 20 ns pulse: 15.8 um
u_z/u_x for 10, 40 um thickness: 12.75, 6.29
background for one collision in 50 mm: 2.07 mTorr
tests ok
```
